# Stretched H₂: a Vanishing Exact Kohn-Sham Gap: test program

```python
"""Stretched H2: the exact Kohn-Sham (KS) gap closes, but I - A does not.

Result under test: I - A = g + Delta_xc, where g = e_LUMO - e_HOMO -> 0 and
I - A -> I(H) - A(H) when the proton separation R grows.
I, A: ionization energy and electron affinity of the two-electron molecule.
For two electrons the KS gap follows from the density n alone:
    g = min over odd f of (hbar^2/2m) int n |grad f|^2 / int n f^2.
Energies are in hartree and lengths in bohr, so hbar^2/2m is 1/2.
"""
import numpy as np
from numpy.polynomial import Legendre, Laguerre
from numpy.polynomial.legendre import leggauss
from numpy.polynomial.laguerre import laggauss
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import linprog
from pyscf import gto, scf, dft, fci, ao2mo

hartree_J = const.physical_constants["Hartree energy"][0]
bohr_m = const.physical_constants["Bohr radius"][0]
hartree_eV = hartree_J / const.e
KIN = const.hbar**2 / (2 * const.m_e) / (hartree_J * bohr_m**2)
assert abs(KIN - 0.5) < 1e-8


# ---------- H- energy with explicit electron-electron distance ----------
def hydride_energy(order, k):
    """Variational energy of H-; s=r1+r2, t=r2-r1, u=r12, factor exp(-k s)."""
    x, wx = laggauss(18)
    y, wy = leggauss(12)
    y, wy = (y + 1) / 2, wy / 2
    s, v, w = np.meshgrid(x / (2 * k), y, y, indexing="ij")
    u = s * v
    t = u * w
    weight = (wx[:, None, None] / (2 * k) * wy[None, :, None]
              * wy[None, None, :] * s * u)
    s, t, u, weight = (q.ravel() for q in (s, t, u, weight))
    val, ds, dt, du = [], [], [], []
    for a in range(order + 1):
        for b in range(0, order + 1 - a, 2):
            for c in range(order + 1 - a - b):
                p = s**a * t**b * u**c
                val.append(p)
                ds.append(a * s**max(a - 1, 0) * t**b * u**c - k * p)
                dt.append(b * s**a * t**max(b - 1, 0) * u**c)
                du.append(c * s**a * t**b * u**max(c - 1, 0))
    val, ds, dt, du = (np.array(q) for q in (val, ds, dt, du))
    vol = weight * u * (s**2 - t**2)
    overlap = (val * vol) @ val.T
    ham = (ds * vol) @ ds.T + (dt * vol) @ dt.T + (du * vol) @ du.T
    cross = ((du * (weight * s * (u**2 - t**2))) @ ds.T
             + (du * (weight * t * (s**2 - u**2))) @ dt.T)
    ham += cross + cross.T
    ham += (val * (weight * (s**2 - t**2 - 4 * s * u))) @ val.T
    scale = 1 / np.sqrt(np.diag(overlap))
    ham = ham * np.outer(scale, scale)
    overlap = overlap * np.outer(scale, scale)
    return eigh(ham, overlap, eigvals_only=True)[0]


exponents = (0.6, 0.7, 0.8)
E_hydride_4 = min(hydride_energy(4, k) for k in exponents)
E_hydride = min(hydride_energy(5, k) for k in exponents)
assert abs(E_hydride - E_hydride_4) < 3e-4
I_atom = 0.5                      # exact fixed-nucleus hydrogen atom
A_atom = -I_atom - E_hydride
gap_limit = I_atom - A_atom


# ---------- KS gap in prolate spheroidal coordinates ----------
def spheroidal(R, odd):
    """Grid (xi, eta) and products of polynomials with exp(-R(xi-1)/2)."""
    t, wt = leggauss(80)
    x, wx = leggauss(60)
    x, wx = 15 * (x + 1), 15 * wx
    eta = np.sinh(3 * t) / np.sinh(3)
    slope = 3 * np.cosh(3 * t) / np.sinh(3)
    degrees = range(1 if odd else 0, 40, 2)
    P = np.array([Legendre.basis(j)(t) for j in degrees])
    dP = np.array([Legendre.basis(j).deriv()(t) / slope for j in degrees])
    damp = np.exp(-x / 2)
    L = np.array([Laguerre.basis(k)(x) * damp for k in range(5)])
    dL = np.array([R * (Laguerre.basis(k).deriv()(x)
                        - Laguerre.basis(k)(x) / 2) * damp for k in range(5)])
    X, H = np.meshgrid(1 + x / R, eta, indexing="ij")

    def product(a, b):
        return np.einsum("kx,jt->kjxt", a, b).reshape(5 * len(P), -1)

    w = np.outer(wx / R, wt * slope).ravel()
    return X.ravel(), H.ravel(), w, product(L, P), product(dL, P), product(L, dP)


def gap_from_density(density, R):
    """Lowest odd excitation from the density alone; also electron count."""
    xi, eta, w, psi, psi_xi, psi_eta = spheroidal(R, True)
    rho = R / 2 * np.sqrt((xi**2 - 1) * (1 - eta**2))
    n = density(rho, R / 2 * xi * eta)
    ref = np.exp(-R * (xi - 1) / 2) * np.sqrt(np.cosh(R * eta) / np.cosh(R))
    f = psi / ref
    f_xi = (psi_xi + R / 2 * psi) / ref
    f_eta = (psi_eta - R / 2 * np.tanh(R * eta) * psi) / ref
    K = KIN * R / 2 * ((f_xi * (w * n * (xi**2 - 1))) @ f_xi.T
                       + (f_eta * (w * n * (1 - eta**2))) @ f_eta.T)
    vol = (R / 2)**3 * w * (xi**2 - eta**2)
    M = (f * (vol * n)) @ f.T
    return eigh(K, M, eigvals_only=True)[0], 2 * np.pi * np.sum(vol * n)


def atoms_density(R):
    """Sum of two hydrogen-atom densities."""
    def density(rho, z):
        ra, rb = np.hypot(rho, z + R / 2), np.hypot(rho, z - R / 2)
        return (np.exp(-2 * ra) + np.exp(-2 * rb)) / np.pi
    return density


def atoms_potential(ra, rb, R):
    """KS potential of that density, from its gradient and Laplacian."""
    a, b = np.exp(-2 * ra), np.exp(-2 * rb)
    cosine = (ra**2 + rb**2 - R**2) / (2 * ra * rb)
    lap = (4 - 4 / ra) * a + (4 - 4 / rb) * b
    grad2 = 4 * (a * a + b * b + 2 * a * b * cosine)
    return -I_atom + KIN * (lap / (2 * (a + b)) - grad2 / (4 * (a + b)**2))


def direct_level(R, odd):
    """Lowest KS eigenvalue of given parity by ordinary diagonalization."""
    xi, eta, w, psi, psi_xi, psi_eta = spheroidal(R, odd)
    v = atoms_potential(R / 2 * (xi + eta), R / 2 * (xi - eta), R)
    vol = (R / 2)**3 * w * (xi**2 - eta**2)
    ham = KIN * R / 2 * ((psi_xi * (w * (xi**2 - 1))) @ psi_xi.T
                         + (psi_eta * (w * (1 - eta**2))) @ psi_eta.T)
    ham += (psi * (vol * v)) @ psi.T
    return eigh(ham, (psi * vol) @ psi.T, eigvals_only=True)[0]


distances = (4.0, 6.0, 8.0, 10.0, 14.0)
model_gap = {R: gap_from_density(atoms_density(R), R)[0] for R in distances}
law = {R: 2 / np.pi * R * np.exp(-R) for R in distances}
direct = {}
for R in (6.0, 10.0):
    even, odd = direct_level(R, False), direct_level(R, True)
    direct[R] = (even, odd)
    assert abs(even + I_atom) < 1e-6
    assert abs((odd - even) - model_gap[R]) < 1e-6 + 2e-3 * model_gap[R]
assert abs(model_gap[10.0] / law[10.0] - 1) < 0.04
assert abs(model_gap[14.0] / law[14.0] - 1) < 0.02


def slab_bound(density, width=2.0):
    """Electrons in the midplane slab and the resulting bound on the gap."""
    z, wz = leggauss(20)
    q, wq = leggauss(60)
    z, wz = width / 2 * z, width / 2 * wz
    q, wq = 7.5 * (q + 1), 7.5 * wq
    Z, Q = np.meshgrid(z, q, indexing="ij")
    n = density(Q.ravel(), Z.ravel()).reshape(Z.shape)
    count = np.sum(np.outer(wz, wq * 2 * np.pi * q) * n)
    return count, KIN * (2 / width)**2 * count / (2 - count)


# ---------- correlated energies and densities of real H2 ----------
shells = [sh for sh in gto.basis.load("aug-cc-pvtz", "H")
          if sh[0] == 0 or (sh[0] == 1 and sh[1][0] < 1)]
basis = {"H": shells}


def integrals(mol):
    mf = scf.RHF(mol)
    mf.kernel()
    c = mf.mo_coeff
    m = c.shape[1]
    h = c.T @ mf.get_hcore() @ c
    g = ao2mo.kernel(mol, c, compact=False).reshape(m, m, m, m)
    return c, h, g


def two_electrons(h, g):
    """Exact two-electron ground state in the basis, by full matrix."""
    m = len(h)
    one = np.eye(m)
    ham = np.kron(h, one) + np.kron(one, h)
    ham += g.transpose(0, 2, 1, 3).reshape(m * m, m * m)
    e, vec = eigh(ham, subset_by_index=[0, 0])
    return e[0], vec[:, 0].reshape(m, m)


atom = gto.M(atom="H 0 0 0", charge=-1, basis=basis, verbose=0)
_, h_at, g_at = integrals(atom)
E_H_basis = np.linalg.eigvalsh(h_at)[0]
E_hydride_basis = two_electrons(h_at, g_at)[0]
limit_basis = -2 * E_H_basis + E_hydride_basis
assert 0 < E_hydride_basis - E_hydride < 0.006

table = {}
levels = {}
for R in distances:
    mol = gto.M(atom=[["H", (0, 0, -R / 2)], ["H", (0, 0, R / 2)]],
                unit="Bohr", basis=basis, verbose=0)
    c, h, g = integrals(mol)
    E0 = mol.energy_nuc()
    E1 = np.linalg.eigvalsh(h)[0] + E0
    e2, pair = two_electrons(h, g)
    assert np.abs(pair - pair.T).max() < 1e-5      # singlet
    solver = fci.direct_spin1.FCI()
    solver.verbose = 0
    e3, _ = solver.kernel(h, g, len(h), (2, 1), nroots=2, tol=1e-9,
                          max_cycle=200, ecore=E0)
    E2, E3 = e2 + E0, np.min(e3)
    gamma = 2 * pair @ pair.T

    def density(rho, z, mol=mol, c=c, gamma=gamma):
        points = np.column_stack([rho, np.zeros_like(rho), z])
        orb = mol.eval_gto("GTOval_sph", points) @ c
        return np.einsum("pi,pi->p", orb @ gamma, orb)

    gap, electrons = gap_from_density(density, R)
    in_slab, bound = slab_bound(density)
    assert abs(electrons - 2) < 5e-3
    assert 0 < gap < bound
    table[R] = (E1 - E2, E2 - E3, gap, in_slab, bound)
    levels[R] = (E0, E1, E2, E3)

for R in (6.0, 8.0, 10.0):
    assert 1 / 3 < table[R][2] / model_gap[R] < 3
assert table[14.0][2] < 1e-3
assert abs(table[14.0][0] - table[14.0][1] - limit_basis) < 0.01
I10, A10, g10 = table[10.0][:3]
share = (I10 - A10 - g10) / (I10 - A10)
assert share > 0.99


# ---------- slopes of the energy at fractional electron number ----------
def ensemble_energy(number):
    """Lowest mixture of the states with 0, 1, 2 and 3 electrons."""
    return linprog(levels[10.0], A_eq=[[1, 1, 1, 1], [0, 1, 2, 3]],
                   b_eq=[1, number]).fun


slope_below = (ensemble_energy(2) - ensemble_energy(1.9)) / 0.1
slope_above = (ensemble_energy(2.1) - ensemble_energy(2)) / 0.1
assert abs(slope_below + I10) < 1e-5
assert abs(slope_above + A10) < 1e-5

# ---------- upward jump of the KS potential for 2 + delta electrons ----------
kappa = np.sqrt(2 * A_atom)
tail_norm = 1 / (4 * np.pi * (1 / (2 * kappa) - 2 / (2 * kappa + 1)
                              + 1 / (2 * kappa + 2)))


def log_radial(r, delta):
    """log of r sqrt(n): hydrogen plus delta/2 electron with the H- tail."""
    extra = tail_norm * ((1 - np.exp(-r)) * np.exp(-kappa * r) / r)**2
    return np.log(r) + 0.5 * np.log(np.exp(-2 * r) / np.pi + delta / 2 * extra)


def atomic_potential(r, delta, step=1e-3):
    """KS potential near one atom, with its zero fixed far outside."""
    def curvature(q):
        up, mid, down = (log_radial(q + d, delta) for d in (step, 0, -step))
        first = (up - down) / (2 * step)
        return KIN * ((up - 2 * mid + down) / step**2 + first**2)
    return curvature(r) - curvature(60.0)


radii = np.linspace(1, 40, 3901)
jump = {}
for delta in (1e-2, 1e-4, 1e-8):
    v = atomic_potential(radii, delta)
    top = np.argmax(v)
    edge = radii[top + np.argmax(v[top:] < gap_limit / 2)]
    jump[delta] = (atomic_potential(1.0, delta) + 1.0, edge)
assert abs(jump[1e-8][0] - gap_limit) < 1e-4
assert jump[1e-2][1] < jump[1e-4][1] < jump[1e-8][1]

# ---------- an approximate functional for comparison ----------
mol = gto.M(atom=[["H", (0, 0, -5)], ["H", (0, 0, 5)]], unit="Bohr",
            basis=basis, symmetry=True, verbose=0)
pbe = dft.RKS(mol)
pbe.xc = "pbe"
pbe.kernel()
assert pbe.converged
pbe_levels = np.sort(pbe.mo_energy)[:2]
pbe_gap = pbe_levels[1] - pbe_levels[0]
assert pbe_gap < 0.03

print("Separated atoms, Hylleraas expansion for H-")
print(f"E(H-), order 4: {E_hydride_4:.6f} hartree")
print(f"E(H-), order 5: {E_hydride:.6f} hartree")
print(f"I(H) = {I_atom:.5f} hartree, A(H) = {A_atom:.5f} hartree")
print(f"limit of I-A: {gap_limit:.5f} hartree = "
      f"{gap_limit * hartree_eV:.3f} eV")
print("Same limit in the Gaussian basis")
print(f"E(H) = {E_H_basis:.5f}, E(H-) = {E_hydride_basis:.5f} hartree")
print(f"limit of I-A in basis: {limit_basis:.5f} hartree")
print("H2, full CI: R in bohr, energies in hartree")
print("   R       I        A      I-A     KS gap   Delta_xc")
for R in distances:
    I, A, gap, in_slab, bound = table[R]
    print(f"{R:5.1f} {I:8.5f} {A:8.5f} {I - A:8.5f} {gap:.3e} "
          f"{I - A - gap:8.5f}")
print("Slab of width 2 bohr: R, electrons inside, gap bound (hartree)")
for R in distances:
    print(f"{R:5.1f} {table[R][3]:.3e} {table[R][4]:.3e}")
print(f"Delta_xc share of I-A at 10 bohr: {100 * share:.3f} percent")
print("Two-atom model density: R, KS gap, asymptotic law (hartree), ratio")
for R in distances:
    print(f"{R:5.1f} {model_gap[R]:.4e} {law[R]:.4e} "
          f"{model_gap[R] / law[R]:.4f}")
print("Direct diagonalization, model: R, HOMO, LUMO, gap (hartree)")
for R in direct:
    even, odd = direct[R]
    print(f"{R:5.1f} {even:.7f} {odd:.7f} {odd - even:.4e}")
print(f"model v_s at midpoint, R = 10 bohr: "
      f"{atoms_potential(5.0, 5.0, 10.0):.4f} hartree")
print(f"dE/dN below N=2, R = 10 bohr: {slope_below:.5f} hartree")
print(f"dE/dN above N=2, R = 10 bohr: {slope_above:.5f} hartree")
print(f"tail constant kappa: {kappa:.4f} per bohr")
print("Potential jump: delta, shift at 1 bohr (hartree), edge (bohr)")
for delta in jump:
    print(f"{delta:.0e} {jump[delta][0]:.5f} {jump[delta][1]:.2f}")
print(f"PBE HOMO, LUMO at 10 bohr: {pbe_levels[0]:.5f}, "
      f"{pbe_levels[1]:.5f} hartree")
print(f"PBE KS gap at 10 bohr: {pbe_gap:.3e} hartree")
print("tests ok")
```

Running it gives:

```
Separated atoms, Hylleraas expansion for H-
E(H-), order 4: -0.527651 hartree
E(H-), order 5: -0.527704 hartree
I(H) = 0.50000 hartree, A(H) = 0.02770 hartree
limit of I-A: 0.47230 hartree = 12.852 eV
Same limit in the Gaussian basis
E(H) = -0.49982, E(H-) = -0.52530 hartree
limit of I-A in basis: 0.47434 hartree
H2, full CI: R in bohr, energies in hartree
   R       I        A      I-A     KS gap   Delta_xc
  4.0  0.46992  0.03056  0.43936 6.123e-02  0.37813
  6.0  0.48885  0.03571  0.45313 9.812e-03  0.44332
  8.0  0.49735  0.03110  0.46624 1.725e-03  0.46452
 10.0  0.49927  0.02847  0.47080 2.943e-04  0.47051
 14.0  0.49976  0.02635  0.47340 5.106e-06  0.47340
Slab of width 2 bohr: R, electrons inside, gap bound (hartree)
  4.0 3.178e-01 9.448e-02
  6.0 5.666e-02 1.458e-02
  8.0 1.002e-02 2.518e-03
 10.0 1.713e-03 4.285e-04
 14.0 2.991e-05 7.477e-06
Delta_xc share of I-A at 10 bohr: 99.937 percent
Two-atom model density: R, KS gap, asymptotic law (hartree), ratio
  4.0 4.9617e-02 4.6640e-02 1.0638
  6.0 9.2584e-03 9.4681e-03 0.9779
  8.0 1.6548e-03 1.7085e-03 0.9685
 10.0 2.8183e-04 2.8902e-04 0.9751
 14.0 7.3129e-06 7.4111e-06 0.9867
Direct diagonalization, model: R, HOMO, LUMO, gap (hartree)
  6.0 -0.5000000 -0.4907416 9.2584e-03
 10.0 -0.5000000 -0.4997182 2.8183e-04
model v_s at midpoint, R = 10 bohr: 0.3000 hartree
dE/dN below N=2, R = 10 bohr: -0.49927 hartree
dE/dN above N=2, R = 10 bohr: -0.02847 hartree
tail constant kappa: 0.2354 per bohr
Potential jump: delta, shift at 1 bohr (hartree), edge (bohr)
1e-02 0.47261 6.74
1e-04 0.47230 10.65
1e-08 0.47230 17.46
PBE HOMO, LUMO at 10 bohr: -0.23990, -0.23886 hartree
PBE KS gap at 10 bohr: 1.035e-03 hartree
tests ok
```
